# Why an inversion-symmetric donor has no linear hyperfine Stark shift: a numerical check

```python
"""Result under test: if a donor's orbital Hamiltonian is even under inversion
about its nucleus and its orbital ground level is nondegenerate, the hyperfine
coupling A has no term linear in a uniform electric field.
For the isotropic Coulomb donor the first surviving term is
    change of A / A = -(31/2) F^2,   F = e E a / Ha,
a = effective Bohr radius, Ha = effective Hartree energy, E = electric field.
Contact coupling A is proportional to |psi(0)|^2.  Field energy is +F z.
"""
from itertools import permutations, product
from types import SimpleNamespace
import numpy as np
import sympy as sp
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants as const
from scipy.linalg import eigh, eigvals, eigvalsh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_laguerre


def donor_matrices(decay, n_radial, l_max):
    """Orthonormal Laguerre-Legendre basis with zero angular momentum about z.
    The factor exp(-decay*r) is carried by the quadrature weight."""
    x, wx = roots_laguerre(60)
    c, wc = leggauss(20)
    r, c = (x / (2 * decay))[:, None], c[None, :]
    weight = 2 * np.pi * wx[:, None] / (2 * decay) * wc[None, :] * r**2
    values, grad_z, grad_rho, origin = [], [], [], []
    for l in range(l_max + 1):
        leg = Legendre.basis(l)(c)
        dleg = Legendre.basis(l).deriv()(c) if l else np.zeros_like(c)
        power = min(l, 1)
        order = 2 + 2 * power
        for n in range(n_radial):
            lag = eval_genlaguerre(n, order, 2 * decay * r)
            dlag = np.zeros_like(r)
            if n:
                dlag = -2 * decay * eval_genlaguerre(
                    n - 1, order + 1, 2 * decay * r)
            radial = r**power * lag
            slope = power * lag + r**power * dlag - decay * radial
            over_r = power * lag
            f = radial * leg
            gz = slope * c * leg + over_r * (1 - c**2) * dleg
            gp = np.sqrt(1 - c**2) * (slope * leg - over_r * c * dleg)
            norm = np.sqrt(np.sum(weight * f**2))
            values.append((f / norm).ravel())
            grad_z.append((gz / norm).ravel())
            grad_rho.append((gp / norm).ravel())
            at_zero = eval_genlaguerre(n, 2, 0.0) if l == 0 else 0.0
            origin.append(at_zero / norm)
    values, grad_z, grad_rho = map(np.array, (values, grad_z, grad_rho))
    w = weight.ravel()

    def potential(function):
        v = (function + 0 * r * c).ravel()
        return (values * (w * v)) @ values.T

    overlap = potential(1.0)
    assert np.max(abs(overlap - np.eye(len(overlap)))) < 1e-9
    return SimpleNamespace(
        t_long=0.5 * (grad_z * w) @ grad_z.T,
        t_trans=0.5 * (grad_rho * w) @ grad_rho.T,
        coulomb=potential(-1 / r), z=potential(r * c),
        origin=np.array(origin), potential=potential, r=r, c=c)


def ground(hamiltonian, origin):
    energy, vectors = eigh(hamiltonian)
    return energy[0], (origin @ vectors[:, 0])**2


def field_response(h0, basis, step=1e-3):
    """Relative linear and quadratic coefficients of the contact density,
    and the quadratic coefficient of the energy."""
    e0, a0 = ground(h0, basis.origin)
    ep, ap = ground(h0 + step * basis.z, basis.origin)
    em, am = ground(h0 - step * basis.z, basis.origin)
    return ((ap - am) / (2 * step * a0),
            (ap + am - 2 * a0) / (2 * step**2 * a0),
            (ep + em - 2 * e0) / (2 * step**2))


# Symbolic check of the perturbation functions of the isotropic donor
r = sp.symbols("r", positive=True)
psi0 = sp.exp(-r)


def shifted_h0(u, l):
    return (-(sp.diff(u, r, 2) + 2 * sp.diff(u, r) / r
              - l * (l + 1) * u / r**2) / 2 - u / r + u / 2)


def mean(poly):
    return sp.integrate(sp.expand(4 * poly * r**2) * sp.exp(-2 * r),
                        (r, 0, sp.oo))


first = -(r + r**2 / 2)
second_shape = 3 * r**2 / 4 + r**3 / 4 + r**4 / 24
energy2 = mean(r * first) / 3
source = energy2 - r * first / 3
assert sp.simplify(shifted_h0(first * psi0, 1) + r * psi0) == 0
assert sp.simplify(shifted_h0(second_shape * psi0, 0) - source * psi0) == 0
norm_first = mean(first**2) / 3
g0 = -norm_first / 2 - mean(second_shape)
quadratic = float(2 * g0)
assert energy2 == sp.Rational(-9, 4) and 2 * g0 == sp.Rational(-31, 2)

# Finite-field diagonalization of the same donor
iso = donor_matrices(1.0, 14, 8)
kinetic = iso.t_long + iso.t_trans
h_iso = kinetic + iso.coulomb
e_iso, a_iso = ground(h_iso, iso.origin)
assert abs(e_iso + 0.5) < 1e-9 and abs(a_iso * np.pi - 1) < 1e-8
linear_num, quadratic_num, energy2_num = field_response(h_iso, iso)
assert abs(linear_num) < 1e-8
assert abs(quadratic_num - quadratic) < 0.05
assert abs(energy2_num - float(energy2)) < 0.001

# Two-valley chain in real space: band minima at +k and -k
sites = np.arange(-60, 61)
chain = np.diag(-2.0 / (1 + abs(sites)))
chain[60, 60] -= 1.0
for hop in (1, 2):
    chain += np.eye(121, k=hop) + np.eye(121, k=-hop)
centre = (sites == 0).astype(float)
broken = chain + np.diag(0.5 * (sites == 3))


def chain_parts(h, f=1e-3):
    a0 = ground(h, centre)[1]
    ap = ground(h + f * np.diag(sites), centre)[1]
    am = ground(h - f * np.diag(sites), centre)[1]
    return (ap - am) / (2 * a0), (ap + am) / (2 * a0) - 1


chain_odd, chain_even = chain_parts(chain)
broken_odd, _ = chain_parts(broken)
assert abs(chain_odd) < 1e-11 and abs(chain_even) > 1e-8
assert abs(broken_odd) > 1e-6

# Degenerate even and odd ground levels: A is even in F but contains |F|
amplitude = np.array([1.0, 0.0, 0.5])


def degenerate_contact(f):
    h = np.array([[0, f, 0], [f, 0, f], [0, f, 1.0]])
    return ground(h, amplitude)[1]


f_small = 1e-4
cusp = (degenerate_contact(2 * f_small) - degenerate_contact(f_small)) / f_small
assert abs(degenerate_contact(f_small) - degenerate_contact(-f_small)) < 1e-11
assert abs(cusp - 0.25) < 1e-3

# Tetrahedral site: count allowed linear couplings by group averaging
vector_count, tensor_count, group_size = 0.0, 0.0, 0
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            rot = np.diag(signs) @ np.eye(3)[list(perm)]
            tr = np.trace(rot)
            vector_count += tr
            tensor_count += tr * (tr**2 + np.trace(rot @ rot)) / 2
            group_size += 1
vector_count /= group_size
tensor_count /= group_size
assert group_size == 24
assert abs(vector_count) < 1e-12 and abs(tensor_count - 1) < 1e-12

# Worked example: round parameters, rough regime of a donor in silicon
mass, permittivity = 0.3, 11.7
field_mv_cm, coupling_mhz = 0.003, 100.0
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy in eV"][0]


def effective_units(m):
    radius = bohr * permittivity / m
    energy = hartree * m / permittivity**2
    return radius, energy, energy / radius / 1e8


radius, energy_unit, field_unit = effective_units(mass)
F = field_mv_cm / field_unit
shift = quadratic * F**2
a_plus = ground(h_iso + F * iso.z, iso.origin)[1]
a_minus = ground(h_iso - F * iso.z, iso.origin)[1]
shift_num = a_plus / a_iso - 1
assert abs(a_plus - a_minus) / a_iso < 1e-10
assert abs(shift_num / shift - 1) < 0.10  # next term is of relative order F^2


# Tunnelling: leading weak-field rate, checked by complex scaling
def tunnel_width(f):
    return 4 / f * np.exp(-2 / (3 * f))


f_test, angle = 0.05, 0.35
rotated = (np.exp(-2j * angle) * kinetic + np.exp(-1j * angle) * iso.coulomb
           + f_test * np.exp(1j * angle) * iso.z)
levels = eigvals(rotated)
resonance = levels[np.argmin(abs(levels + 0.506))]
width_ratio = tunnel_width(f_test) / (-2 * resonance.imag)
assert 1.2 < width_ratio < 2.3  # leading formula is only a size estimate
tunnel_rate = tunnel_width(F) * energy_unit * const.e / const.hbar

# One negative charge on the z axis breaks inversion
distance = 30e-9
D = distance / radius
charge_field = const.e / (4 * np.pi * const.epsilon_0 * permittivity
                          * distance**2) / 1e8
F0 = charge_field / field_unit
h_charge = h_iso + iso.potential(
    1 / np.sqrt(iso.r**2 + D**2 - 2 * iso.r * D * iso.c))
slope_num = field_response(h_charge, iso)[0]
energies, states = eigh(h_charge)
contact_amp = iso.origin @ states
z_amp = states.T @ iso.z @ states[:, 0]
slope_sum = 2 * np.sum(contact_amp[1:] * z_amp[1:]
                       / (energies[0] - energies[1:])) / contact_amp[0]
slope_offset = 2 * quadratic * F0
assert abs(slope_sum / slope_num - 1) < 0.005
assert abs(slope_offset / slope_num - 1) < 0.15  # higher multipoles left out

# Anisotropic mass: one valley, field along its heavy axis
m_light, m_heavy = 0.2, 0.9
de = [ground(iso.t_trans + g * iso.t_long + iso.coulomb, iso.origin)[0]
      for g in (0.999, 1.001)]
assert abs((de[1] - de[0]) / 0.002 - 1 / 6) < 1e-4
aniso_results = []
for n_radial, l_max in ((12, 8), (14, 12)):
    b = donor_matrices(1.5, n_radial, l_max)
    h = b.t_trans + m_light / m_heavy * b.t_long + b.coulomb
    lin, quad, _ = field_response(h, b)
    assert abs(lin) < 1e-8
    aniso_results.append((quad, ground(h, b.origin)[0]))
assert abs(aniso_results[0][0] / aniso_results[1][0] - 1) < 0.03
_, energy_light, field_light = effective_units(m_light)
aniso_shift = aniso_results[1][0] * (field_mv_cm / field_light)**2
aniso_binding = -aniso_results[1][1] * energy_light

# Central-cell attraction, strength set by a rough binding energy
binding_target, core_radius = 0.045, 0.5e-9
core_results = []
for n_radial in (14, 18):
    b = donor_matrices(1.5, n_radial, 2)
    base = b.t_trans + b.t_long + b.coulomb
    core = b.potential(-np.exp(-b.r * radius / core_radius) / b.r)
    strength = brentq(lambda s: eigvalsh(base + s * core)[0]
                      + binding_target / energy_unit, 0, 5)
    lin, quad, _ = field_response(base + strength * core, b)
    assert abs(lin) < 1e-8
    core_results.append((quad, strength))
assert abs(core_results[0][0] / core_results[1][0] - 1) < 0.02
core_quad, core_strength = core_results[1]
assert abs(core_quad) < abs(quadratic)

temperature, gap = 4.0, 0.012
thermal = 5 * np.exp(-gap * const.e / (const.k * temperature))
assert thermal < 1e-6

print(f"second-order energy coefficient: {float(energy2):.4f} (eff. a.u.)")
print(f"same from diagonalization: {energy2_num:.4f} (eff. a.u.)")
print(f"norm of first-order function: {float(norm_first):.4f} F^2")
print(f"constant g0: {float(g0):.4f}")
print(f"quadratic coefficient of A: {quadratic:.4f} F^2")
print(f"same from diagonalization: {quadratic_num:.4f} F^2")
print(f"linear coefficient, diagonalization: {linear_num:.1e} F")
print(f"two-valley chain, odd part at F=0.001: {chain_odd:.1e}")
print(f"two-valley chain, even part at F=0.001: {chain_even:.3e}")
print(f"chain with displaced impurity, odd part: {broken_odd:.3e}")
print(f"degenerate model, coefficient of |F|: {cusp:.4f}")
print(f"Td linear terms, isotropic coupling: {abs(vector_count):.0f}")
print(f"Td linear terms, full symmetric tensor: {tensor_count:.0f}")
print(f"effective mass: {mass:.1f} electron masses")
print(f"relative permittivity: {permittivity:.1f}")
print(f"effective Bohr radius: {radius * 1e9:.3f} nm")
print(f"effective Hartree: {energy_unit * 1e3:.2f} meV")
print(f"model binding energy: {energy_unit * 500:.2f} meV")
print(f"effective field unit: {field_unit:.4f} MV/cm")
print(f"applied field: {field_mv_cm:.4f} MV/cm")
print(f"dimensionless field F: {F:.5f}")
print(f"quadratic coefficient: {quadratic / field_unit**2:.1f} (cm/MV)^2")
print(f"relative shift, quadratic formula: {100 * shift:.4f} %")
print(f"relative shift, finite field: {100 * shift_num:.4f} %")
print(f"higher orders / quadratic term: {100 * (shift_num / shift - 1):.2f} %")
print(f"zero-field coupling: {coupling_mhz:.0f} MHz")
print(f"coupling shift, quadratic: {coupling_mhz * shift * 1e3:.1f} kHz")
print(f"tunnelling rate estimate: {tunnel_rate:.1e} 1/s")
print(f"tunnel formula / complex scaling at F=0.05: {width_ratio:.2f}")
print(f"charge distance: {distance * 1e9:.0f} nm")
print(f"field of that charge: {charge_field:.5f} MV/cm")
print(f"its dimensionless field F0: {F0:.5f}")
print(f"linear coefficient, offset formula: {slope_offset:.4f} F")
print(f"linear coefficient, sum over states: {slope_sum:.4f} F")
print(f"linear coefficient, finite difference: {slope_num:.4f} F")
print(f"linear shift at applied field: {100 * slope_num * F:.4f} %")
print(f"light and heavy masses: {m_light:.1f}, {m_heavy:.1f} electron masses")
print(f"anisotropic binding energy: {aniso_binding * 1e3:.1f} meV")
print(f"anisotropic shift, heavy axis: {100 * aniso_shift:.3f} %")
print(f"central-cell target binding: {binding_target * 1e3:.0f} meV")
print(f"central-cell radius: {core_radius * 1e9:.1f} nm")
print(f"central-cell strength: {core_strength:.2f} (eff. a.u.)")
print(f"central-cell quadratic coefficient: {core_quad:.2f} F^2")
print(f"central-cell shift: {100 * core_quad * F**2:.3f} %")
print(f"temperature: {temperature:.0f} K")
print(f"rough excitation gap: {gap * 1e3:.0f} meV")
print(f"thermal weight of five excited orbitals: {thermal:.1e}")
print("done: every assertion held")
```

Output:

```
second-order energy coefficient: -2.2500 (eff. a.u.)
same from diagonalization: -2.2501 (eff. a.u.)
norm of first-order function: 5.3750 F^2
constant g0: -7.7500
quadratic coefficient of A: -15.5000 F^2
same from diagonalization: -15.5008 F^2
linear coefficient, diagonalization: 1.7e-13 F
two-valley chain, odd part at F=0.001: -2.9e-16
two-valley chain, even part at F=0.001: -9.420e-07
chain with displaced impurity, odd part: -3.288e-05
degenerate model, coefficient of |F|: 0.2499
Td linear terms, isotropic coupling: 0
Td linear terms, full symmetric tensor: 1
effective mass: 0.3 electron masses
relative permittivity: 11.7
effective Bohr radius: 2.064 nm
effective Hartree: 59.63 meV
model binding energy: 29.82 meV
effective field unit: 0.2890 MV/cm
applied field: 0.0030 MV/cm
dimensionless field F: 0.01038
quadratic coefficient: -185.6 (cm/MV)^2
relative shift, quadratic formula: -0.1671 %
relative shift, finite field: -0.1680 %
higher orders / quadratic term: 0.54 %
zero-field coupling: 100 MHz
coupling shift, quadratic: -167.1 kHz
tunnelling rate estimate: 4.5e-12 1/s
tunnel formula / complex scaling at F=0.05: 1.68
charge distance: 30 nm
field of that charge: 0.00137 MV/cm
its dimensionless field F0: 0.00473
linear coefficient, offset formula: -0.1467 F
linear coefficient, sum over states: -0.1451 F
linear coefficient, finite difference: -0.1451 F
linear shift at applied field: -0.1506 %
light and heavy masses: 0.2, 0.9 electron masses
anisotropic binding energy: 30.7 meV
anisotropic shift, heavy axis: -0.094 %
central-cell target binding: 45 meV
central-cell radius: 0.5 nm
central-cell strength: 1.37 (eff. a.u.)
central-cell quadratic coefficient: -2.49 F^2
central-cell shift: -0.027 %
temperature: 4 K
rough excitation gap: 12 meV
thermal weight of five excited orbitals: 3.8e-15
done: every assertion held
```
